# An unconstrained second-order energy functional with a valence penalty: verification in Python

```python
# Result under test (Hartree atomic units, 1D insulator, spin s=2, w=s/Nk):
# for dV = lam e^{iqx} v + c.c. + |lam|^2 v2 and E2 = (1/2) d2E/dlam* dlam per cell,
#  Ea[u] = w sum_mk [<u|H_{k+q}+aP-eps_mk|u> + <u|Q v|u0> + cc] + <n|K|n>/2 + int(n0 v2)/2,
#  n = 2w sum conj(u0) Q u, with u unconstrained, has the same minimum E2 and minimizer as
# the constrained functional F (Pu=0) if a > Wq = max(eps_mk - eps_n,k+q) and F is stable.
# P, Q=1-P: valence/conduction projectors at k+q. K: kernel U/(p^2+kap^2) + e''(n0),
# e(n) = -c n^(4/3). The external potential is set so that V_KS is self-consistent.
import numpy as np
from scipy.linalg import block_diag, eigh, eigvalsh, solve
from scipy.optimize import brentq
from scipy.constants import physical_constants
HA_EV = physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(1)
L, Nk, M, ng, nv, s = 5.0, 5, 10, 48, 2, 2
U, kap, c0, A, sig, x0, a0 = 2.0, 1.0, 0.3, 0.5, 1.0, 0.7, 2.0
G0 = 2*np.pi/L; w = s/Nk; q0 = G0/Nk; dx = L/ng
x = np.arange(ng)*dx; G = G0*np.arange(-M, M+1); npw = len(G)
ks = G0/Nk*np.arange(-(Nk//2), Nk//2+1)
B = np.exp(1j*np.outer(x, G))/np.sqrt(L)
vks = lambda y: -1.0*np.cos(G0*y) + 0.6*np.cos(2*G0*y) + 0.2*np.sin(2*G0*y)
Vm = dx*B.conj().T @ (vks(x)[:, None]*B)
Gg = 2*np.pi*np.fft.fftfreq(ng, dx); Eg = np.exp(1j*np.outer(x, Gg))
def bands(k):
    H = np.diag(0.5*(k+G)**2) + Vm
    e, C = eigh(H)
    return H, e, C
gs = [bands(k) for k in ks]
u0 = [B @ C[:, :nv] for _, _, C in gs]
n0 = w*sum((abs(u)**2).sum(1) for u in u0)
v2 = 0.3*np.cos(G0*x); Eexp = 0.5*dx*np.sum(n0*v2)
def vq(q, deriv=False):
    p = Gg+q
    f = A*((1-(sig*p)**2) if deriv else p)*np.exp(-0.5*(sig*p)**2)
    return Eg @ (f*np.exp(-1j*Gg*x0))
def kernel(q, c):
    return (Eg*(U/((Gg+q)**2+kap**2))) @ Eg.conj().T/ng - np.diag(4/9*c*n0**(-2/3))
def slots(q):
    for ik, k in enumerate(ks):
        H, e, C = bands(k+q); P = C[:, :nv] @ C[:, :nv].conj().T
        for m in range(nv):
            yield ik, m, H, e, C, P
I = np.eye(npw)
def mat(V, ik, m): return dx*B.conj().T @ (V*u0[ik][:, m])
def energy(u, a, q=q0, c=c0):
    u = u.reshape(Nk, nv, npw); E = 0; n = 0; v = vq(q)
    for ik, m, H, e, C, P in slots(q):
        t = u[ik, m]; Qt = t - P @ t
        E += w*(np.vdot(t, H@t + a*(P@t) - gs[ik][1][m]*t).real + 2*np.vdot(Qt, mat(v, ik, m)).real)
        n = n + 2*w*u0[ik][:, m].conj()*(B @ Qt)
    return E + 0.5*dx*np.vdot(n, kernel(q, c) @ n).real + Eexp
def build(a, c=c0, v=None, Qsrc=True, Qden=True):
    v = vq(q0) if v is None else v; blk, D, b = [], [], []
    for ik, m, H, e, C, P in slots(q0):
        blk.append(H + a*P - gs[ik][1][m]*I)
        D.append(u0[ik][:, m].conj()[:, None]*(B @ (I-P) if Qden else B))
        b.append((I-P) @ mat(v, ik, m) if Qsrc else mat(v, ik, m))
    D = np.hstack(D)
    return block_diag(*blk) + 2*w*dx*D.conj().T @ kernel(q0, c) @ D, np.concatenate(b), D
def pairs(q):
    Phi, dE = [], []
    for ik, m, H, e, C, P in slots(q):
        Phi.append(u0[ik][:, m].conj()[:, None]*(B @ C[:, nv:])); dE.append(e[nv:]-gs[ik][1][m])
    return np.hstack(Phi), np.concatenate(dE)
def chi0(q):
    Phi, dE = pairs(q)
    return -2*w*dx*(Phi/dE) @ Phi.conj().T
def dyson(q, v=None):
    v = vq(q) if v is None else v; X = chi0(q)
    n = solve(np.eye(ng) - X @ kernel(q, c0), X @ v)
    return 0.5*dx*np.vdot(v, n).real + Eexp, n
def cg(h, b, u):
    r = -b - h@u; p = r.copy(); rr = np.vdot(r, r).real; it = 0
    while rr > 1e-24 and it < 5000:
        hp = h@p; al = rr/np.vdot(p, hp).real; u = u+al*p; r = r-al*hp
        new = np.vdot(r, r).real; p = r + new/rr*p; rr = new; it += 1
    return u, it
rand = lambda: rng.normal(size=Nk*nv*npw) + 1j*rng.normal(size=Nk*nv*npw)
val = lambda u: np.array([C[:, :nv].conj().T @ u.reshape(Nk, nv, npw)[ik, m] for ik, m, H, e, C, P in slots(q0)])
vdiff = np.array([e[:nv]-gs[ik][1][m] for ik, m, H, e, C, P in slots(q0)])
Wq = -vdiff.min(); W = max(g[1][nv-1] for g in gs) - min(g[1][0] for g in gs)
gap = min(g[1][nv] for g in gs) - max(g[1][nv-1] for g in gs)
assert gap > 0.1 and 0.2 < Wq <= W+1e-9 and W < a0
print(f"L={L} bohr Nk={Nk} npw={npw} w={w} q={q0:.6f} 1/bohr G={G0:.6f} 1/bohr")
print(f"U={U} Ha/bohr kap={kap} 1/bohr c={c0} Ha bohr^(1/3) a={a0} Ha")
print(f"A={A} Ha bohr sigma={sig} bohr x0={x0} bohr")
for k, g in zip(ks, gs): print(f"k={k:+.5f} 1/bohr  eps1..3 = {g[1][0]:.5f} {g[1][1]:.5f} {g[1][2]:.5f} Ha")
print(f"gap={gap:.6f} Ha  W={W:.6f} Ha  Wq={Wq:.6f} Ha")
print(f"n0 min,max = {n0.min():.4f} {n0.max():.4f} 1/bohr; explicit term = {Eexp:.8f} Ha")
# supercell total energies from the definition
xs = np.arange(ng*Nk)*dx; gsup = q0*np.arange(-(M*Nk+Nk//2), M*Nk+Nk//2+1)
Bs = np.exp(1j*np.outer(xs, gsup))/np.sqrt(L*Nk); ps = 2*np.pi*np.fft.fftfreq(ng*Nk, dx)
vH = lambda n: np.fft.ifft(np.fft.fft(n)*U/(ps**2+kap**2)).real
n0s = np.tile(n0, Nk); vext = vks(xs) - vH(n0s) + 4/3*c0*n0s**(1/3)
def supercell(lam):
    ve = vext + 2*lam*(np.exp(1j*q0*xs)*np.tile(vq(q0), Nk)).real + lam**2*np.tile(v2, Nk)
    n = n0s.copy()
    for _ in range(400):
        V = ve + vH(n) - 4/3*c0*n**(1/3)
        C = eigh(np.diag(0.5*gsup**2) + dx*Bs.conj().T @ (V[:, None]*Bs))[1][:, :nv*Nk]
        no = s*(abs(Bs @ C)**2).sum(1); err = abs(no-n).max(); n = n + 0.7*(no-n)
        if err < 1e-11: break
    assert err < 1e-11
    T = s*np.sum(0.5*gsup[:, None]**2*abs(C)**2)
    return (T + dx*np.sum(ve*no + 0.5*no*vH(no) - c0*no**(4/3)))/Nk, no
E00 = supercell(0.0)[0]; fd = []
for lam in (0.02, 0.01):
    (Ep, npl), (Em, nmi) = supercell(lam), supercell(-lam)
    fd.append(((Ep+Em-2*E00)/(4*lam**2), (npl-nmi)/(2*lam)))
    print(f"supercell lam={lam}: [E(+)+E(-)-2E0]/(4 lam^2) = {fd[-1][0]:.8f} Ha")
Efd = (4*fd[1][0]-fd[0][0])/3; nfd = (4*fd[1][1]-fd[0][1])/3
Ec, nc = dyson(q0)
assert abs(Efd-Ec) < 1e-6
dn = abs(nfd - 2*(np.exp(1j*q0*xs)*np.tile(nc, Nk)).real).max(); assert dn < 1e-5
print(f"E2 supercell (Richardson) = {Efd:.8f} Ha; max density mismatch = {dn:.1e} 1/bohr")
print(f"E2 constrained (Dyson) = {Ec:.10f} Ha = {Ec*HA_EV:.6f} eV")
# unconstrained minimization from a random start
for a in (Wq+0.05, a0, 20.0):
    h, b, D = build(a); u, it = cg(h, b, rand()); Ea = energy(u, a); pn = np.linalg.norm(val(u))
    assert abs(Ea-Ec) < 1e-10 and pn < 1e-8 and abs(2*w*D@u - nc).max() < 1e-8
    print(f"a={a:.4f} Ha: min Ea={Ea:.10f} Ha  |Pu|={pn:.1e}  CG steps={it}")
h, b, D = build(a0); us = solve(h, -b); K = kernel(q0, c0)
print(f"|u*|^2 summed over m,k = {np.vdot(us, us).real:.6f}")
# exact split for a random trial vector, F written in the conduction eigenbasis
Phi, dE = pairs(q0); t = 0.1*rand()
y = np.concatenate([C[:, nv:].conj().T @ t.reshape(Nk, nv, npw)[ik, m] for ik, m, H, e, C, P in slots(q0)])
ny = 2*w*Phi@y
F = w*(np.sum(dE*abs(y)**2) + 2*dx*np.vdot(Phi@y, vq(q0)).real) + 0.5*dx*np.vdot(ny, K@ny).real + Eexp
pen = w*np.sum((vdiff+a0)*abs(val(t))**2)
assert abs(energy(t, a0)-F-pen) < 1e-10
print(f"random u: Ea={energy(t, a0):.8f}  F[Qu]={F:.8f}  penalty={pen:.8f} Ha")
assert abs(energy(us+t, a0) - Ec - w*np.vdot(t, h@t).real) < 1e-10
e1, e2 = energy(us+1e-2*t, a0)-Ec, energy(us+1e-3*t, a0)-Ec
assert e2 > 0 and abs(e1/e2-100) < 1e-3
print(f"trial error: {e1:.4e} Ha, {e2:.4e} Ha for steps 1e-2, 1e-3; ratio={e1/e2:.4f}")
# spectrum and threshold in a
specF = eigvalsh(np.diag(dE) + 2*w*dx*Phi.conj().T @ K @ Phi)
assert abs(eigvalsh(h) - np.sort(np.r_[specF, (vdiff+a0).ravel()])).max() < 1e-9 and specF[0] > 0
low = lambda a, c=c0: eigvalsh(build(a, c)[0])[0]
ath = brentq(low, 0.1, a0, xtol=1e-12); assert abs(ath-Wq) < 1e-9
print(f"min eps_c,k+q - eps_mk={dE.min():.6f} Ha; lowest eigenvalue of F={specF[0]:.6f} Ha")
print(f"lowest eigenvalue of h at a={a0}: {low(a0):.6f} Ha; threshold a found={ath:.8f} Ha")
al = 0.5*Wq; hl, bl, _ = build(al); ul = solve(hl, -bl)
assert abs(energy(ul, al)-Ec) < 1e-9 and abs(low(al)-(al-Wq)) < 1e-9
j, n_ = np.unravel_index(vdiff.argmin(), vdiff.shape)
d = np.zeros((Nk*nv, npw), complex); d[j] = list(slots(q0))[j][4][:, n_]
Ed = energy(ul+10*d.ravel(), al); assert abs(Ed-Ec-100*w*(al-Wq)) < 1e-8
print(f"a={al:.6f} Ha: stationary Ea={energy(ul, al):.10f} Ha, lowest eig={low(al):.6f} Ha")
print(f"  after a valence step of norm 10: Ea={Ed:.6f} Ha")
# instability of F, located from the dielectric matrix
X = chi0(q0)
cc = brentq(lambda c: np.linalg.eigvals(np.eye(ng)-X@kernel(q0, c)).real.min(), c0, 30, xtol=1e-12)
assert abs(low(a0, cc)) < 1e-7 and abs(low(50., cc)) < 1e-7 and low(a0, 0.9*cc) > 0
l1, l2 = low(a0, 1.2*cc), low(50., 1.2*cc); assert l1 < -1e-3 and abs(l1-l2) < 1e-9
print(f"critical c={cc:.6f} Ha bohr^(1/3); at 1.2c lowest eig={l1:.6f} (a=2), {l2:.6f} (a=50) Ha")
# omitting Q
vv = lambda V: np.array([abs(C[:, :nv].conj().T @ mat(V, ik, m))**2 for ik, m, H, e, C, P in slots(q0)])
def stat(a, **kw):
    hh, bb, _ = build(a, **kw)
    return w*np.vdot(bb, solve(hh, -bb)).real + Eexp
sh = -w*np.sum(vv(vq(q0))/(vdiff+a0)); es = stat(a0, Qsrc=False)-Ec
assert abs(es-sh) < 1e-10 and abs(es) > 1e-4
print(f"no Q in source, a={a0}: shift={es:.8f} Ha, formula={sh:.8f} Ha")
big = 1e4; ed = stat(big, Qden=False)-Ec; lead = -w*vv(K@nc).sum()/big
assert abs(ed/lead-1) < 2e-3 and abs(stat(a0, Qden=False)-Ec) > 1e-6
print(f"no Q in density: shift={stat(a0, Qden=False)-Ec:.8f} Ha (a={a0})")
print(f"  a={big:.0f} Ha: shift={ed:.5e} Ha, leading term={lead:.5e} Ha")
# mixed form
vb = 0.2 + 0.4*np.exp(-1j*G0*x); bb = build(a0, v=vb)[1]; ub = cg(h, bb, rand())[0]
mixed = lambda p, r: w*(np.vdot(p, h@r) + np.vdot(p, bb) + np.vdot(b, r))
ref = 0.5*dx*np.vdot(vq(q0), dyson(q0, vb)[1])
assert abs(mixed(us, ub)-ref) < 1e-10 and abs(mixed(us+t, ub)-ref) < 1e-9
print(f"mixed form, second v=0.2+0.4e^(-iGx): {ref.real:.8f}{ref.imag:+.8f}i Ha")
# q derivative at fixed u*
Vscf = vq(q0) + K@nc; tH = tv = tP = ta = 0
for ik, m, H, e, C, P in slots(q0):
    u = us.reshape(Nk, nv, npw)[ik, m]; dH = np.diag(ks[ik]+q0+G)
    Z = C[:, nv:] @ ((C[:, nv:].conj().T @ dH @ C[:, :nv])/(e[None, :nv]-e[nv:, None])) @ C[:, :nv].conj().T
    dP = Z + Z.conj().T
    tH += w*np.vdot(u, dH@u).real; tv += 2*w*np.vdot(u, mat(vq(q0, True), ik, m)).real
    tP += -2*w*np.vdot(u, dP@mat(Vscf, ik, m)).real; ta += w*np.vdot(u, dP@u).real
p = Gg+q0; dK = (Eg*(-2*U*p/(p**2+kap**2)**2)) @ Eg.conj().T/ng
tK = 0.5*dx*np.vdot(nc, dK@nc).real; tot = tH+tv+tP+tK; dq = 1e-4
ref = (dyson(q0+dq)[0]-dyson(q0-dq)[0])/(2*dq)
assert abs(tot-ref) < 1e-6 and abs(ta) < 1e-10 and abs(tP) > 1e-4
for a in (a0, 20.0):
    fz = (energy(us, a, q0+dq)-energy(us, a, q0-dq))/(2*dq); assert abs(fz-ref) < 1e-6
    print(f"frozen-u difference of Ea, a={a}: {fz:.8f} Ha bohr")
print(f"dE2/dq terms: dH={tH:.8f} dv={tv:.8f} dP={tP:.8f} dK={tK:.8f} Ha bohr")
print(f"dE2/dq formula={tot:.8f}, finite difference={ref:.8f} Ha bohr")
print(f"without dP term={tot-tP:.8f} Ha bohr; w<u|dP|u>={ta:.1e} bohr")
print("PASS")
```

Output:

```
L=5.0 bohr Nk=5 npw=21 w=0.4 q=0.251327 1/bohr G=1.256637 1/bohr
U=2.0 Ha/bohr kap=1.0 1/bohr c=0.3 Ha bohr^(1/3) a=2.0 Ha
A=0.5 Ha bohr sigma=1.0 bohr x0=0.7 bohr
k=-0.50265 1/bohr  eps1..3 = -0.34749 0.27946 1.61821 Ha
k=-0.25133 1/bohr  eps1..3 = -0.36097 0.34364 1.34954 Ha
k=+0.00000 1/bohr  eps1..3 = -0.36869 0.38932 1.22998 Ha
k=+0.25133 1/bohr  eps1..3 = -0.36097 0.34364 1.34954 Ha
k=+0.50265 1/bohr  eps1..3 = -0.34749 0.27946 1.61821 Ha
gap=0.840655 Ha  W=0.758016 Ha  Wq=0.750293 Ha
n0 min,max = 0.0892 1.4512 1/bohr; explicit term = 0.18843407 Ha
supercell lam=0.02: [E(+)+E(-)-2E0]/(4 lam^2) = 0.04447713 Ha
supercell lam=0.01: [E(+)+E(-)-2E0]/(4 lam^2) = 0.04448142 Ha
E2 supercell (Richardson) = 0.04448286 Ha; max density mismatch = 6.2e-08 1/bohr
E2 constrained (Dyson) = 0.0444828563 Ha = 1.210440 eV
a=0.8003 Ha: min Ea=0.0444828563 Ha  |Pu|=8.7e-14  CG steps=232
a=2.0000 Ha: min Ea=0.0444828563 Ha  |Pu|=1.4e-13  CG steps=137
a=20.0000 Ha: min Ea=0.0444828563 Ha  |Pu|=3.1e-15  CG steps=131
|u*|^2 summed over m,k = 0.192654
random u: Ea=54.24920041  F[Qu]=53.75854241  penalty=0.49065800 Ha
trial error: 5.4254e-03 Ha, 5.4254e-05 Ha for steps 1e-2, 1e-3; ratio=100.0000
min eps_c,k+q - eps_mk=0.886339 Ha; lowest eigenvalue of F=0.908955 Ha
lowest eigenvalue of h at a=2.0: 0.908955 Ha; threshold a found=0.75029308 Ha
a=0.375147 Ha: stationary Ea=0.0444828563 Ha, lowest eig=-0.375147 Ha
  after a valence step of norm 10: Ea=-14.961379 Ha
critical c=3.259974 Ha bohr^(1/3); at 1.2c lowest eig=-0.374634 (a=2), -0.374634 (a=50) Ha
no Q in source, a=2.0: shift=-0.22715623 Ha, formula=-0.22715623 Ha
no Q in density: shift=-0.00703208 Ha (a=2.0)
  a=10000 Ha: shift=-2.13142e-06 Ha, leading term=-2.13172e-06 Ha
mixed form, second v=0.2+0.4e^(-iGx): 0.03920374-0.06982611i Ha
frozen-u difference of Ea, a=2.0: 0.00391315 Ha bohr
frozen-u difference of Ea, a=20.0: 0.00391315 Ha bohr
dE2/dq terms: dH=-0.00542448 dv=-0.00281826 dP=0.00397431 dK=0.00818159 Ha bohr
dE2/dq formula=0.00391315, finite difference=0.00391315 Ha bohr
without dP term=-0.00006116 Ha bohr; w<u|dP|u>=-1.2e-16 bohr
PASS
```
